# Dopant concentration near the corner of an implantation mask window

## The question

Boron ions are implanted into silicon through a large rectangular window in a mask. The silicon surface is the plane $z=0$, with $z$ increasing into the crystal. One corner of the window is at $x=y=0$, and near it the opening occupies $x>0$, $y>0$. The window is a square of side $W$.

Assume at first that:

- the beam is uniform and strikes the surface at normal incidence, with dose $Q$ (ions per unit area);
- the mask has sharp edges, stops every ion that hits it, and is so thin that its side walls play no part;
- an ion comes to rest at a depth distributed according to $g(z)$, with $\int g\,dz=1$, and at a sideways displacement that is Gaussian, isotropic and independent of the depth.

The lateral straggle $\sigma$ is the rms displacement along **one** lateral axis. Since the two axes contribute equally, the rms radial displacement is $\sqrt2\,\sigma$.

The numerical data are rough values typical of boron at about 100 keV: mean range $R=300$ nm, depth straggle $\Delta R=70$ nm and $\sigma=80$ nm. The dose is $10^{13}\ \mathrm{cm^{-2}}$ and $W=2000$ nm. Take $g(z)$ to be Gaussian.

The standard normal density and distribution function are

$$\varphi(v)=\frac{e^{-v^2/2}}{\sqrt{2\pi}},\qquad \Phi(u)=\int_{-\infty}^{u}\varphi(v)\,dv .$$

## Part (a): the concentration map

*Find the concentration near the corner, divided by the interior concentration at the same depth. How wide must the window be for the word "interior" to have a meaning?*

**Answer.** The ions that enter through the area element $da\,db$ at $(a,b)$ number $Q\,da\,db$. To come to rest at $(x,y,z)$ they need the sideways displacement $(x-a,\,y-b)$. Adding the contributions of all entry points gives

$$C(x,y,z)=Q\,g(z)\int_0^W\!\!\int_0^W \frac{e^{-[(x-a)^2+(y-b)^2]/2\sigma^2}}{2\pi\sigma^2}\,da\,db .$$

The exponential of a sum is a product of exponentials, and the limits on $a$ do not depend on $b$. The double integral is therefore a product of two single integrals. In the first, put $v=(x-a)/\sigma$, so that $da=-\sigma\,dv$. The limits $a=0$ and $a=W$ become $v=x/\sigma$ and $v=(x-W)/\sigma$. The minus sign is used to exchange the limits:

$$\int_0^W\frac{e^{-(x-a)^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,da=\int_{(x-W)/\sigma}^{x/\sigma}\varphi(v)\,dv=\Phi\!\left(\frac{x}{\sigma}\right)-\Phi\!\left(\frac{x-W}{\sigma}\right).$$

Near the corner of a wide window, $(x-W)/\sigma$ is large and negative, and the last term is negligible. The same holds for $y$. Far inside the window both factors tend to 1, so the interior concentration is $C_0(z)=Q\,g(z)$. Hence

$$F(x,y)\equiv\frac{C(x,y,z)}{C_0(z)}=\Phi\!\left(\frac{x}{\sigma}\right)\Phi\!\left(\frac{y}{\sigma}\right). \tag{1}$$

The depth distribution has cancelled. The cancellation rests on the assumed independence of depth and sideways displacement. If the straggle varied with depth, equation (1) would still hold at each depth, with the value of $\sigma$ belonging to that depth.

To find the width needed, set $x=y=W/2$ before the far edges are dropped. Since $\Phi(-u)=1-\Phi(u)$, the centre of the window has

$$F_{\text{centre}}=\left[2\Phi\!\left(\frac{W}{2\sigma}\right)-1\right]^2 .$$

This reaches 0.99 at $W=449$ nm, which is $5.6\,\sigma$. In a narrower window the centre itself is depleted, and there is no plateau to serve as a reference. The window of 2000 nm is $25\,\sigma$ wide and may be treated as unbounded near one corner.

## Part (b): the edge and the corner

*Find $F$ under a straight edge far from any corner, and under the corner. Which of these values depend on the Gaussian form? Give the concentrations at the depth $z=R$.*

**Answer.** Under a straight edge, $x=0$ and $y\gg\sigma$. Since $\Phi(0)=\tfrac12$ and $\Phi(y/\sigma)\to1$,

$$F_{\text{edge}}=\tfrac12,\qquad F_{\text{corner}}=\Phi(0)^2=\tfrac14 .$$

Neither value needs the Gaussian. Let the sideways displacement have any isotropic density $p(r)$, whose extent is small compared with the window. The ions found under the corner entered at points $(a,b)$ of the quadrant $a>0$, $b>0$, so

$$F_{\text{corner}}=\int_0^\infty\!\!\int_0^\infty p\!\left(\sqrt{a^2+b^2}\right)da\,db .$$

A rotation by $90^\circ$ carries this quadrant into the next one and leaves $p$ unchanged. The four quadrants thus have equal integrals, and these add up to 1. Each is one quarter. For the edge, the same argument with two half-planes and a reflection gives one half.

At the mean range the Gaussian depth distribution has the height $1/(\sqrt{2\pi}\,\Delta R)$. With $\Delta R=70\ \mathrm{nm}=7.0\times10^{-6}$ cm,

$$C_0(R)=\frac{10^{13}\ \mathrm{cm^{-2}}}{2.507\times 7.0\times10^{-6}\ \mathrm{cm}}=5.7\times10^{17}\ \mathrm{cm^{-3}} .$$

The concentration is half of this, $2.85\times10^{17}\ \mathrm{cm^{-3}}$, under the edge, and a quarter, $1.4\times10^{17}\ \mathrm{cm^{-3}}$, under the corner. The missing ions have not been lost: the spread carries them under the mask.

## Part (c): the half-concentration point on the diagonal

*Starting from the corner and moving inward along the diagonal, how far must one go to reach half the interior concentration? Obtain the number by hand from a series, and express it in units of $\sigma$ and in nanometres.*

**Answer.** On the diagonal put $x=y=u\sigma$. Equation (1) becomes $F=\Phi(u)^2$. Because $\Phi$ is positive and increasing, $F$ rises steadily from $\tfrac14$ at $u=0$ towards 1, and it passes $\tfrac12$ once. The condition is

$$\Phi(u)^2=\tfrac12\quad\Longrightarrow\quad\Phi(u)=\frac1{\sqrt2}=0.70711, \tag{2}$$

with the positive root taken because $\Phi>0$.

To solve for $u$, define

$$a=\sqrt{2\pi}\left[\Phi(u)-\tfrac12\right]=\int_0^u e^{-v^2/2}\,dv .$$

From here on $a$ denotes this number and no longer an entry point. Then $da/du=e^{-u^2/2}$, and the inverse function $u(a)$ obeys

$$u'=e^{u^2/2},\qquad u''=u\,u'\,e^{u^2/2}=u\,u'^2,$$

where the prime means $d/da$. Since $u$ is an odd function of $a$ with $u'(0)=1$, write

$$u=a+c_3a^3+c_5a^5+c_7a^7+\dots$$

The two sides of $u''=u\,u'^2$ are

$$u''=6c_3a+20c_5a^3+42c_7a^5+\dots,$$

$$u\,u'^2=a+7c_3a^3+(11c_5+15c_3^2)a^5+\dots$$

The second line uses $u'^2=1+6c_3a^2+(10c_5+9c_3^2)a^4+\dots$, multiplied by the series for $u$. Equating powers gives

$$c_3=\frac16,\qquad c_5=\frac{7c_3}{20}=\frac{7}{120},\qquad c_7=\frac{11c_5+15c_3^2}{42}=\frac{127}{5040}.$$

For condition (2), $a=2.5066\times0.20711=0.51914$. The sums of one, two, three and four terms are 0.51914, 0.54246, 0.54466 and 0.54491. The full solution is $u=0.54495$, so four terms suffice for three figures.

The coordinate $u\sigma$ is not yet the distance asked for. The point $(u\sigma,u\sigma)$ lies at

$$s=\sqrt{(u\sigma)^2+(u\sigma)^2}=\sqrt2\,u\,\sigma=0.771\,\sigma . \tag{3}$$

With $\sigma=80$ nm, each coordinate is 43.6 nm and the distance is $s=61.7$ nm. Direct numerical integration of the double integral in part (a), over the finite window and without factorizing it, puts the half point at the same distance, 61.65 nm to two decimals.

The number 0.77 belongs to the one-axis straggle. In terms of the radial rms $\sigma_r=\sqrt2\,\sigma=113.1$ nm, equation (3) reads $s=u\,\sigma_r=0.545\,\sigma_r$. The distance in nanometres is unchanged, but a tabulated straggle has to be identified as one or the other before the rule is used.

## Part (d): the whole half-concentration contour

*Describe the curve $F=\tfrac12$ near the corner. Show that it stays inside the window, and that the point found in part (c) is its closest point to the mask corner.*

**Answer.** Let $X=x/\sigma$ and $Y=y/\sigma$. The contour is

$$\Phi(X)\,\Phi(Y)=\tfrac12 .$$

Because $\Phi(Y)<1$ at any finite $Y$, the contour has $\Phi(X)>\tfrac12$, and so $X>0$. By symmetry $Y>0$ as well. The curve therefore lies inside the window.

Far along one edge, $X\gg1$, let $\epsilon=1-\Phi(X)$, which is small. Then

$$\Phi(Y)=\frac{1}{2(1-\epsilon)}\approx\frac12+\frac{\epsilon}{2}.$$

Near $Y=0$ the distribution function is $\Phi(Y)\approx\tfrac12+Y/\sqrt{2\pi}$. Comparing the two expressions gives

$$Y\approx\sqrt{\frac{\pi}{2}}\,\bigl[1-\Phi(X)\bigr].$$

The right side falls off as a Gaussian tail, so the contour soon joins the straight mask edge. Solving the contour equation exactly for the example, the curve lies 19.1 nm inside the edge $y=0$ at $x=\sigma$, and 2.3 nm inside it at $x=2\sigma$. The approximation gives 15.9 nm at $x=\sigma$, where $X$ is not yet large, and 2.3 nm at $x=2\sigma$. The effect of the corner is confined to a few lateral straggles.

For the closest point, consider $\ln F=\ln\Phi(X)+\ln\Phi(Y)$. With $\varphi'(X)=-X\varphi(X)$,

$$\frac{d^2}{dX^2}\ln\Phi(X)=\frac{d}{dX}\frac{\varphi}{\Phi}=-\frac{\varphi}{\Phi}\left(X+\frac{\varphi}{\Phi}\right),$$

which is negative for $X>0$. Thus $\ln F$ is a concave function in the quadrant $X,Y>0$, and the region $F\ge\tfrac12$, which lies in that quadrant, is convex. A closed convex region has one point nearest to a given outside point. The region is unchanged when $X$ and $Y$ are exchanged, so its point nearest to the corner must also be unchanged, and it lies on the diagonal. The distance $0.77\,\sigma$ is thus the smallest gap between the mask corner and the half-concentration contour.

## Part (e): the effect of an anneal

*The wafer is annealed for 1800 s near 1000 °C. Take a constant, isotropic diffusivity $D=1.5\times10^{-14}\ \mathrm{cm^2/s}$, a rough value for boron at low concentration. What happens to the corner ratio, to the half point and to the interior concentration at $z=R$?*

**Answer.** The concentration obeys $\partial C/\partial t=D\nabla^2C$. Try the product

$$C=A(z,t)\,f(x,t)\,f(y,t),\qquad f(x,t)=\Phi\!\left(\frac{x}{w(t)}\right),\qquad w(0)=\sigma .$$

The derivatives of $f$ are

$$\frac{\partial f}{\partial t}=-\frac{x\,\dot w}{w^2}\,\varphi\!\left(\frac xw\right),\qquad \frac{\partial^2f}{\partial x^2}=-\frac{x}{w^3}\,\varphi\!\left(\frac xw\right).$$

They satisfy $\partial f/\partial t=D\,\partial^2f/\partial x^2$ if $w\dot w=D$, and integration from $w(0)=\sigma$ gives

$$w^2=\sigma^2+2Dt . \tag{4}$$

If $A$ obeys the one-dimensional diffusion equation in $z$, the product satisfies the full equation. A surface that lets no boron through imposes a condition on $A$ alone and leaves the product form intact.

The ratio to the interior keeps the form (1), with $w$ in place of $\sigma$. The corner stays at one quarter, and the half point moves to $0.771\,w$. For a short anneal, $2Dt\ll\sigma^2$, it hardly moves. For a long one, $2Dt\gg\sigma^2$, its distance approaches $0.771\sqrt{2Dt}$ and the implant is forgotten, provided that the window is still wide compared with $w$.

Here $2Dt=5.4\times10^{-11}\ \mathrm{cm^2}=5400\ \mathrm{nm^2}$, so

$$w=\sqrt{6400+5400}\ \mathrm{nm}=108.6\ \mathrm{nm},\qquad s=0.7707\times108.6\ \mathrm{nm}=83.7\ \mathrm{nm}.$$

A finite-difference solution of the lateral diffusion, started from the implanted map, gives a corner ratio of 0.25000 and a half point at 83.7 nm.

The depth profile broadens by the same rule. With the surface too far away to matter, its peak falls by the factor $\Delta R/\sqrt{\Delta R^2+2Dt}=70/\sqrt{4900+5400}=0.69$, from $5.7\times10^{17}$ to $3.9\times10^{17}\ \mathrm{cm^{-3}}$.

The half point refers to half of the interior value at the time considered, which is now $1.97\times10^{17}\ \mathrm{cm^{-3}}$. The contour of the old half value, $2.85\times10^{17}\ \mathrm{cm^{-3}}$, now requires $F=2.850/3.931=0.725$ and crosses the diagonal at about 160 nm, well inward of 83.7 nm. A p–n junction is set by a fixed background concentration, so its position has to be found from that concentration and not from the half-value rule.

## Part (f): a tilted beam and a thick mask

*The beam is now tilted by $\theta=7^\circ$ from the normal, with its horizontal component along the window diagonal. The mask has thickness $h=700$ nm and vertical walls. Find the as-implanted half points at the two corners on that diagonal, at the depth $z=R\cos\theta$.*

**Answer.** Two shifts add to the result of part (c).

The first comes from the path in silicon. The mean stopping point lies a distance $R$ along the beam, which is $R\sin\theta$ sideways and $R\cos\theta$ down. In the plane $z=R\cos\theta$, consider a point displaced by $\delta$ from that mean along the horizontal direction of tilt. Its displacement is $\delta\sin\theta$ along the beam and $\delta\cos\theta$ across it. The ion density there is proportional to

$$\exp\left[-\frac{\delta^2}{2}\left(\frac{\sin^2\theta}{\Delta R^2}+\frac{\cos^2\theta}{\sigma^2}\right)\right].$$

There is no term linear in $\delta$, so the cloud is centred on the shift $R\sin\theta=36.6$ nm. Its width differs from $\sigma$ by about 0.2%, which is neglected.

The second shift is the shadow of the mask. At the upstream corner the beam passes over the mask and runs into the window. A ray that just clears the top of a wall reaches the silicon $h\tan\theta$ further on. Resolved along $x$ and $y$, each edge of the illuminated area moves inward by $h\tan\theta/\sqrt2$, and its corner moves along the diagonal by $h\tan\theta=85.9$ nm. Therefore

$$s_{\text{up}}=61.7+36.6+85.9=184.2\ \mathrm{nm}.$$

At the opposite corner the ions travel towards the mask. The foot of the wall limits the illuminated area, so there is no shadow, and the sideways path carries the profile outward:

$$s_{\text{down}}=61.7-36.6=25.1\ \mathrm{nm}.$$

Integration over the tilted three-dimensional cloud, with its slightly changed width, gives the same two values to 0.1 nm. Both values treat the walls as opaque. In a real mask, an ion can cut through a thin wedge of material near the top edge or the foot of a wall and still come to rest near the chosen depth. If the mask stops boron as silicon does, such ions move both half points about 11 nm outward, to roughly 173 and 14 nm at this depth. Nearer the surface the effect is larger: at $z=200$ nm it is about 50 nm. Ions that scatter out of the walls are left out.

## Part (g): how far the ideal result can be trusted

*Estimate the effect of a rounded mask corner and of a non-Gaussian lateral spread, both at normal incidence and before annealing. Then judge the result of part (c) for a real implant.*

**Answer.** Let the mask corner be a quarter circle of radius $r=100$ nm that joins the two edges smoothly. The opening loses the area $(1-\pi/4)r^2$. The Gaussian kernel is nowhere larger than $1/(2\pi\sigma^2)$, so the loss of $F$ at the original corner point is at most

$$\frac{(1-\pi/4)\,r^2}{2\pi\sigma^2}=\frac{2146}{40\,212}=0.053 .$$

Integration over the lost area gives $F=0.203$ there, a loss of 0.047. The half point moves from 61.7 to 72.1 nm, measured from the point where the straight edges would meet.

As an example of a non-Gaussian law, mix two isotropic Gaussians in equal parts, with one-axis variances $\sigma^2/2$ and $3\sigma^2/2$. The mean variance is still $\sigma^2$, but the kurtosis is 3.75 instead of 3. The corner ratio remains 0.25, as part (b) requires. The half point moves to $0.69\,\sigma$, or 55.3 nm. The factor 0.77 is thus a property of the Gaussian, whereas one quarter follows from symmetry.

The result is also proportional to $\sigma$: an error of 10% in the straggle moves the half point by 6.2 nm. Leakage is negligible in this model. If the 700 nm mask stops boron as silicon does, a fraction $5.5\times10^{-9}$ of the dose passes through it. This figure is a far Gaussian tail and is very sensitive to the mask material: if range and straggle in the mask were 1.3 or 1.5 times longer than in silicon, the same thickness would pass about $3\times10^{-4}$ or $9\times10^{-3}$ of the dose.

The range and straggles used here are rough values for 100 keV boron, and the 30-minute anneal is a long furnace step. Of the effects estimated here, the largest comes from giving up normal incidence on a thin mask. Implants into crystalline silicon are often tilted by about $7^\circ$ to reduce channelling, in which ions travel far along open crystal directions. For the opaque walls of part (f), tilt and shadow move the half point by 123 nm at one corner and by 37 nm the other way at the opposite one, against an ideal distance of 62 nm. The anneal adds 22 nm at normal incidence, and corner rounding about 10 nm. Residual channelling, the faster diffusion caused by implantation damage, and scattering from the mask walls have not been estimated. For such a tilted implant, $0.77\,\sigma$ describes the rounding relative to the point where the shifted half-value lines of the two straight edges would meet. The shift depends on depth and has to be added separately. The numerical output lists the input data and the main results.

## Values computed for the example and the checks

```
Boron energy (rough case): 100 keV
Range: 300 nm
Depth straggle: 70 nm
One-axis lateral straggle sigma: 80 nm
Radial rms sqrt(2) sigma: 113.1 nm
Dose: 1.0e+13 cm^-2
Window width: 2000 nm
Mask thickness: 700 nm
Straight-edge ratio, quadrature: 0.500000
Corner ratio, quadrature: 0.250000
Required Phi(u) = 1/sqrt(2): 0.70711
Series variable a: 0.51914
u from 1 series term(s): 0.51914
u from 2 series term(s): 0.54246
u from 3 series term(s): 0.54466
u from 4 series term(s): 0.54491
u, full solution: 0.54495
Half-point distance / sigma: 0.77068
Half-point coordinate x = y: 43.60 nm
Half-point distance, formula: 61.65 nm
Half-point distance, quadrature: 61.65 nm
Half contour at x = 1 sigma: y = 19.09 nm
Half contour at x = 2 sigma: y = 2.33 nm
Interior concentration at range: 5.699e+17 cm^-3
Corner concentration at range: 1.425e+17 cm^-3
Half concentration at range: 2.850e+17 cm^-3
Diffusivity (rough): 1.5e-14 cm^2/s
Anneal time: 1800 s
Diffusion width sqrt(2Dt): 73.5 nm
Lateral width after anneal: 108.6 nm
Corner ratio after anneal, grid: 0.25000
Half point after anneal, formula: 83.72 nm
Half point after anneal, grid: 83.72 nm
Interior at range after anneal: 3.931e+17 cm^-3
Tilt along diagonal: 7 degrees
Tilt shift from range: 36.6 nm
Tilt shift from mask shadow: 85.9 nm
Half point, tilted, upstream corner: 184.2 nm
Half point, tilted, opposite corner: 25.1 nm
Mask corner radius: 100 nm
Corner ratio, rounded mask: 0.2030
Half point, rounded mask: 72.1 nm
Kurtosis of non-Gaussian law: 3.75 (Gaussian 3)
Corner ratio, non-Gaussian law: 0.250000
Half distance / sigma, non-Gaussian: 0.6918
Half distance, non-Gaussian: 55.3 nm
Half-point change for 10% in sigma: 6.2 nm
Window width for 99% at centre: 449 nm
Dose fraction through mask: 5.5e-09
```
